# Coulomb-tail overlap and the isolated-core-excitation profile

A Rydberg electron is bound to a core in its lower state $|g\rangle$. A photon excites the core to $|2\rangle$ while the electron, far outside, keeps its angular momentum $l$. The excited atom can then autoionize. The problem is to find how the absorption depends on photon energy.

Hartree atomic units are used. Energies $E$ are measured from the threshold at which the electron leaves the excited core. The initial electron has binding energy $1/(2\nu^2)$. In the final state the channel built on $|2\rangle$ is closed, with $E=-1/(2\nu'^2)$. Neither $\nu$ nor $\nu'$ need be an integer.

## (a) Reduce the overlap to boundary values

**Question.** Outside the core both radial functions obey

$$u''=\left[\frac{l(l+1)}{r^2}-\frac2r+\frac1{\nu^2}\right]u ,$$

with $\nu'$ in place of $\nu$ for the second function $v$. Both decay at infinity. Express $\int_{r_0}^\infty uv\,dr$ through values at $r_0$.

**Solution.** Multiply the equation for $u$ by $v$, that for $v$ by $u$, and subtract. The common potential cancels:

$$\frac{d}{dr}(u'v-uv')=u''v-uv''=\left(\frac1{\nu^2}-\frac1{\nu'^2}\right)uv .$$

Integrate from $r_0$ to infinity, where the bracket vanishes. With $W(u,v)=uv'-u'v$,

$$\left(\frac1{\nu^2}-\frac1{\nu'^2}\right)\int_{r_0}^{\infty}uv\,dr=W(u,v)\big|_{r_0}. \tag{1}$$

## (b) Find the overlap of two unit-normalized tails

**Question.** Construct the decaying solution from a pair of Coulomb functions that hardly depend on energy at small $r$, and evaluate (1).

**Solution.** Let $k(r)$ be the local wave number and $r_1,r_2$ the turning points. In the semiclassical region take

$$f=\sqrt{\frac{2}{\pi k}}\sin x,\quad g=-\sqrt{\frac{2}{\pi k}}\cos x,\quad x=\int_{r_1}^r k\,dr+\frac\pi4 .$$

The amplitude gives normalization per unit energy for an open channel. The derivatives of the amplitude cancel in the Wronskian, leaving $W(f,g)=2/\pi$.

The solution that decays beyond $r_2$ is proportional to $\sin(\int_r^{r_2}k\,dr+\pi/4)$. Writing $\Phi=\int_{r_1}^{r_2}k\,dr$, its argument is $\Phi+\pi/2-x$. To find $\Phi$, use the semiclassical wave number

$$k^2=\frac2r-\frac{\lambda^2}{r^2}-\frac1{\nu^2},\qquad \lambda=l+\tfrac12 .$$

The turning points satisfy $r_1+r_2=2\nu^2$. Since $k$ vanishes at both,

$$\frac{d\Phi}{d\nu}=\frac1{\nu^3}\int_{r_1}^{r_2}\frac{dr}{k}
=\frac1{\nu^2}\int_{r_1}^{r_2}\frac{r\,dr}{\sqrt{(r_2-r)(r-r_1)}}
=\frac{\pi(r_1+r_2)}{2\nu^2}=\pi .$$

The turning points merge at $\nu=\lambda$, where $\Phi=0$. Hence $\Phi=\pi(\nu-l-\frac12)$, and the decaying solution is proportional to $\sin(\beta-x)$ with $\beta=\pi(\nu-l)$. Expanding the sine, and choosing a positive tail,

$$\phi_\nu=-N_\nu(f\cos\beta+g\sin\beta). \tag{2}$$

At $r_0$ the binding energy is small compared with the Coulomb potential, so $f$ and $g$ may be taken equal at the two energies. Then

$$W(\phi_\nu,\phi_{\nu'})=\frac2\pi N_\nu N_{\nu'}(\cos\beta\sin\beta'-\sin\beta\cos\beta')
=\frac2\pi N_\nu N_{\nu'}\sin\pi(\nu'-\nu).$$

The norm follows from $\nu'=\nu+\epsilon$. The factor on the left of (1) is then $2\epsilon/\nu^3$ and the right side is $2N_\nu^2\epsilon$, so unit norm requires $N_\nu=\nu^{-3/2}$. Dividing by $1/\nu^2-1/\nu'^2=(\nu'^2-\nu^2)/(\nu^2\nu'^2)$ gives

$$\boxed{O(\nu,\nu')=\frac{2\sqrt{\nu\nu'}\,\sin\pi(\nu'-\nu)}{\pi(\nu'^2-\nu^2)}}\tag{3}$$

and $O(\nu,\nu)=1$. The neglected energy dependence changes $W$ by an amount proportional to $1/\nu^2-1/\nu'^2$. After division by that factor, the error in $O$ is of order $(\nu\nu')^{-3/2}$, as is the contribution of the core region itself. The coefficient of this error grows roughly as $(l+\frac12)^3$, because the inner turning point moves out as $\lambda^2/2$. For $\nu=12.3$, $\nu'=11.75$ and tails cut at the inner turning point, the error in $O$ is about $10^{-3}$ at $l=2$ and 0.02 at $l=8$. Formula (3) is therefore for Rydberg states with $l\ll\nu$, not for low $\nu$.

## (c) Determine the error for an s wave

**Question.** For $l=0$ the tail can be continued to the origin. What does (3) omit?

**Solution.** The decaying solution is the Whittaker function $u=W_{\nu,1/2}(2r/\nu)$. Its standard expansion at small $r$, with $\gamma$ Euler's constant and $\psi$ the digamma function, is

$$u=\frac{1}{\Gamma(1-\nu)}\left\{1-\frac r\nu-2r\left[\ln\frac{2r}{\nu}+\psi(1-\nu)+2\gamma-1\right]+\dots\right\}.$$

Use $\psi(1-\nu)=\psi(\nu)+\pi\cot\pi\nu$ and define $h(\nu)=\psi(\nu)-\ln\nu+1/(2\nu)$. As $r\to0$,

$$\frac{u'}u=-2\ln r+C-2h(\nu)-2\pi\cot\pi\nu ,$$

where $C$ is independent of $\nu$. The logarithms cancel between two energies:

$$W(u,v)|_0=u(0)v(0)\left[2\pi(\cot\pi\nu-\cot\pi\nu')+2h(\nu)-2h(\nu')\right].$$

Now $u(0)=\Gamma(\nu)\sin(\pi\nu)/\pi$, and the difference of cotangents is $\sin\pi(\nu'-\nu)/(\sin\pi\nu\sin\pi\nu')$. With $\phi_\nu=u/[\nu^{3/2}\Gamma(\nu)]$, the first term reproduces (3). The second adds

$$\delta O=\frac{2\sqrt{\nu\nu'}\,[h(\nu)-h(\nu')]\sin\pi\nu\,\sin\pi\nu'}{\pi^2(\nu'^2-\nu^2)}
\approx-\frac{\sin\pi\nu\,\sin\pi\nu'}{6\pi^2(\nu\nu')^{3/2}},$$

because $h\approx-1/(12\nu^2)$ at large $\nu$. Here $\phi_\nu$ keeps the norm factor found in (b), so its squared norm is not exactly 1 but $1+\delta O(\nu,\nu)$, with $\delta O(\nu,\nu)\approx-6\times10^{-6}$ at $\nu=12.3$.

For $\nu=12.3$, $\nu'=10.45$, quadrature gives $-0.0778639$ and (3) gives $-0.0778546$. The difference, $-9.3\times10^{-6}$, is the size and sign predicted by $\delta O$. For $l=2$ the irregular part diverges at the origin, so the integral starts at 3 bohr. In the two cases computed it differs from (3) by less than $10^{-3}$.

## (d) Find the closed-channel amplitude

**Question.** Couple the closed channel 2 to one open channel 1. How much of channel 2 is present in a final state normalized per unit energy?

**Solution.** In each channel introduce the pair shifted by a quantum defect:

$$F_i=f_i\cos\pi\delta_i-g_i\sin\pi\delta_i,\qquad G_i=g_i\cos\pi\delta_i+f_i\sin\pi\delta_i .$$

Outside the core, a solution has the form

$$\Psi=\sum_i c_i|i\rangle F_i-\sum_{ij}|i\rangle G_iK_{ij}c_j ,$$

with $K$ real and symmetric. The defects can be chosen so that $K$ has no diagonal elements. To see this, form $S=(1+iK)(1-iK)^{-1}$ in the unshifted pairs. It is symmetric and unitary, and for two channels this forces

$$S=\begin{pmatrix}q e^{2ia}& i s e^{i(a+b)}\\ i s e^{i(a+b)}&q e^{2ib}\end{pmatrix},\qquad q\ge0,\quad q^2+s^2=1 .$$

Setting $\pi\delta_1=a$, $\pi\delta_2=b$ removes the phases. The remaining matrix belongs to $K_{12}=K_{21}=\kappa$ with $q=(1-\kappa^2)/(1+\kappa^2)$, $s=2\kappa/(1+\kappa^2)$, and $|\kappa|\le1$.

In the open channel write $F_1\cos\pi\tau-G_1\sin\pi\tau$, a wave of unit amplitude in the energy-normalized pair. In the closed channel only the decaying solution is allowed. With $\theta=\pi(\nu'+\delta_2)$ it is

$$Z_2(F_2\cos\theta+G_2\sin\theta),$$

which equals $Z_2(f_2\cos\beta'+g_2\sin\beta')$ after a factor $(-1)^l$ is absorbed in $Z_2$. Comparing coefficients of $F_i$ and $G_i$:

$$c_1=\cos\pi\tau,\quad \kappa c_2=\sin\pi\tau,\quad c_2=Z_2\cos\theta,\quad -\kappa c_1=Z_2\sin\theta .$$

Thus $\sin\pi\tau=\kappa Z_2\cos\theta$ and $\cos\pi\tau=-Z_2\sin\theta/\kappa$. Squaring and adding eliminates $\tau$:

$$Z_2^2=\frac{\kappa^2}{\sin^2\theta+\kappa^4\cos^2\theta}. \tag{4}$$

Its maxima, $1/\kappa^2$, lie at $\nu'=n-\delta_2$ for $|\kappa|<1$. With $t=\tan\theta$, the mean over one period is

$$\langle Z_2^2\rangle=\frac1\pi\int_{-\infty}^{\infty}\frac{\kappa^2\,dt}{t^2+\kappa^4}=1 .$$

Coupling redistributes the closed-channel strength within a period without changing its mean. For small $\kappa$ the half-maximum points are $\theta=n\pi\pm\kappa^2$, so the full width in $\nu'$ is $2\kappa^2/\pi$. Since $dE=d\nu'/\nu'^3$,

$$\Gamma\approx\frac{2\kappa^2}{\pi\nu'^3}. \tag{5}$$

## (e) Obtain the excitation profile

**Question.** Let the dipole operator act on the core only, with matrix element $d$ between $|g\rangle$ and $|2\rangle$. Neglect direct excitation of the open channel. Find the squared transition amplitude per unit energy.

**Solution.** By (2), the closed component is $-Z_2\nu'^{3/2}\phi_{\nu'}$. The electron is a spectator, so the radial factor is its overlap with $\phi_\nu$. The squared amplitude is $d^2S$, where

$$\boxed{S(E)=\nu'^3Z_2^2\,O(\nu,\nu')^2}. \tag{6}$$

The absorption cross section is proportional to $\omega d^2S$, with $\omega$ slowly varying over the profile. Relative to the transition of the bare ion, the photon energy is shifted by

$$\Delta=\frac1{2\nu^2}-\frac1{2\nu'^2}. \tag{7}$$

The shift vanishes at $\nu'=\nu$. Per unit $\nu'$ the weight is $Z_2^2O^2$, since $S\,dE=Z_2^2O^2\,d\nu'$.

Formula (6) was tested against a discretized two-channel s-wave Hamiltonian with short-range core potentials and an outgoing wave in the open channel. Its $\delta_2$ and $\kappa$ were found by matching at one energy, not by fitting the profile. For $\nu=12.07$ and $\kappa=0.358$, the largest deviation over the scan was 0.0006 of the largest value of $S$.

## (f) Locate the satellites and zeros

**Question.** When does one line dominate, when do satellites appear, and where does absorption vanish?

**Solution.** The two factors in (6) have separate roles. The resonances of $Z_2^2$ lie at $\nu'=n-\delta_2$. The overlap vanishes at

$$\nu'=\nu+j,\qquad j=\pm1,\pm2,\dots,\quad \nu'>0 . \tag{8}$$

There is no zero at $j=0$, where $O=1$. Within the accuracy of (3), the zero positions do not depend on $\delta_2$ or $\kappa$. They express the orthogonality of tails that have the same phase near the core.

Write $\nu+\delta_2=m+\eta$, with $m$ the nearest integer. Resonance $n=m+j$ is then at $\nu'-\nu=j-\eta$. For small $\eta$ and $\nu\gg|j|$,

$$O^2\approx1-\frac{\pi^2\eta^2}{3}\quad(j=0),\qquad O^2\approx\frac{\eta^2}{j^2}\quad(j\ne0).$$

One line dominates. Each shake satellite, in which the outer electron changes its level as the core is excited, lies only $|\eta|$ from a zero. The satellite sum $2\eta^2\sum_{j\ge1}j^{-2}=\pi^2\eta^2/3$ equals the loss of the main line. At $|\eta|=\frac12$ two resonances are equally far from $\nu$ in $\nu'$, and each has $O^2\approx4/\pi^2\approx0.41$.

So far the lines were taken as narrow. At the strongest coupling, $\kappa^2=1$, (4) gives $Z_2^2=1$ everywhere and the resonances disappear, but the lobes and zeros of $O^2$ remain.

With several open channels the zeros (8) survive within these assumptions, because every degenerate final solution contains the same closed tail. They may move or fill when the open channels are excited directly. A second excited core level with a different threshold has its own $\nu'$, so its amplitude need not vanish at the same photon energy.

In the Hamiltonian test, the minima for $j=\pm1,\pm2$ fell at the predicted points of a grid with step 0.01 in $\nu'$. The values there were below $10^{-9}$ of the largest profile value.

## (g) Account for the whole strength

**Question.** Do the bound satellites exhaust the core transition? If not, where is the remainder?

**Solution.** Set $\theta_0=\pi(\nu+\delta_2)$ and begin with narrow lines. At every resonance $\sin^2\pi(\nu'-\nu)=\sin^2\theta_0$. Use

$$\frac{4\nu\nu'}{(\nu'^2-\nu^2)^2}=\frac1{(\nu'-\nu)^2}-\frac1{(\nu'+\nu)^2}.$$

If the first term were summed over all integers $n$, it would give $\pi^2/\sin^2\theta_0$. Let $\nu_0\in(0,1]$ be the lowest $\nu'$ included. The missing terms and the second term give

$$\sum_{m\ge0}\left[\frac1{(\nu+1-\nu_0+m)^2}+\frac1{(\nu+\nu_0+m)^2}\right]=\frac2\nu+O(\nu^{-3}).$$

This follows from $\sum_{m\ge0}(y+m)^{-2}=1/y+1/(2y^2)+O(y^{-3})$: the $\nu^{-2}$ terms sum to $-(1-\nu_0)-\nu_0+1=0$. Hence

$$\sum_nO^2=1-\frac{2\sin^2\theta_0}{\pi^2\nu}+O(\nu^{-3}).$$

The rest is shake-off. For an ejected electron of energy $\varepsilon=k^2/2$ above the excited threshold, replace $-1/\nu'^2$ in (1) by $k^2$. From (2), $W(\phi_\nu,F_2)=(2/\pi)\nu^{-3/2}\sin\theta_0$, up to the sign $(-1)^l$. Therefore

$$\int_0^\infty d\varepsilon\left|\langle\phi_\nu|F_2\rangle\right|^2
=\frac{4\sin^2\theta_0}{\pi^2\nu^3}\int_0^\infty\frac{d\varepsilon}{(\nu^{-2}+2\varepsilon)^2}
=\frac{2\sin^2\theta_0}{\pi^2\nu},$$

since the last integral is $\nu^2/2$. The total is 1 to this order.

For finite width, integrate $Z_2^2O^2$ over $\nu'>0$. Folding the first term, extended to all $\nu'$, into one period gives $\langle Z_2^2\rangle=1$. The missing negative half-line and the second term each subtract $\bar p/\nu$ at leading order, where

$$\bar p=\frac1{\pi^2}\langle Z_2^2\sin^2(\theta-\theta_0)\rangle .$$

The integral with $t=\tan\theta$ gives $\langle Z_2^2\cos^2\theta\rangle=1/(1+\kappa^2)$. The corresponding sine average is $\kappa^2/(1+\kappa^2)$, and the cross term vanishes by symmetry. Their difference is $q$, so

$$\int_0^\infty Z_2^2O^2\,d\nu'\approx1-\frac{1-q\cos2\theta_0}{\pi^2\nu}. \tag{9}$$

Above threshold both channels are open. Normalization weights the solutions by $(1+K^2)^{-1}=1/(1+\kappa^2)$. The overlap with $G_2$ has $\cos\theta_0$ in place of $\sin\theta_0$, apart from sign. Summed over both solutions, $\sin^2\theta_0$ in the shake-off is replaced by

$$\frac{\sin^2\theta_0+\kappa^2\cos^2\theta_0}{1+\kappa^2}=\frac{1-q\cos2\theta_0}{2},$$

which supplies the part missing from (9).

## (h) Evaluate a case with strong satellites

**Question.** Take model values $\nu=12.3$, $\delta_2=0.30$, $\kappa=0.25$. Find the main lines and zeros, then change $\delta_2$ to 0.65.

**Solution.** Here $\nu+\delta_2=12.6$, so $\eta=-0.4$. The nearest resonance is at $\nu'=12.7$. Since $12.7^2-12.3^2=10.0$,

$$O^2=\frac{4(12.3)(12.7)\sin^2(0.4\pi)}{\pi^2(10.0)^2}=0.573 .$$

Its shift from the ion line is

$$\Delta=\frac1{2(12.3)^2}-\frac1{2(12.7)^2}=0.205\ \text{mhartree}=45.0\ \text{cm}^{-1}.$$

By (5), $\Gamma=2(0.0625)/[\pi(12.7)^3]=0.0194$ mhartree. At the resonance position, (6) gives $S=(12.7)^3(0.573)/0.0625\approx1.88\times10^4$ hartree$^{-1}$. The actual maximum is slightly displaced because $O^2$ varies across the line.

| $\nu'$ | $\Delta$ (mhartree) | $O^2$ |
|---:|---:|---:|
| 10.7 | −1.062 | 0.036 |
| 11.7 | −0.348 | 0.254 |
| 12.7 | 0.205 | 0.573 |
| 13.7 | 0.641 | 0.047 |

The two strongest lines hold $0.573+0.254=0.827$ of the total strength, shake-off included, in the narrow-line limit. They lie on opposite sides of the ion line, at distances 0.4 and 0.6 from $\nu$ in $\nu'$. The nearest zeros, at $\nu'=11.3$ and 13.3, have shifts $-0.611$ and 0.478 mhartree, and each separates a strong line from a weaker outer satellite.

The narrow-line sum is 0.9851 and the shake-off is 0.0149. At the finite width used here, numerical integration and (9) both give a bound share of 0.9859.

For $\delta_2=0.65$, $\nu+\delta_2=12.95$ and $\eta=-0.05$. The line at $\nu'=12.35$ now has $O^2=0.992$, while its neighbours at 11.35 and 13.35 have 0.0027 and 0.0022. The estimate $\eta^2=0.0025$ lies between them. These are narrow-line weights. At $\kappa=0.25$ the width in $\nu'$, $2\kappa^2/\pi=0.04$, is comparable to $|\eta|$, and $Z_2^2O^2$ integrated over one period centred on each resonance gives 0.968 for the main line and 0.013 and 0.008 for its neighbours. The zeros remain at the same photon energies, because $\nu$ has not changed. The numerical output below lists further lines and zeros.

## Calculated quantities

```
TAIL OVERLAPS, nu = 12.30 (dimensionless)
l=0 norm integral: 0.9999941
l=0 nup=10.45: integral -0.0778639, formula -0.0778546
l=0 nup=11.75: integral 0.5714760, formula 0.5714704
l=0 nup=12.62: integral 0.8397927, formula 0.8397993
l=0 nup=13.30: integral 0.0000053, formula 0.0000000
l=2 nup=11.75, r>3 bohr: integral 0.57187, formula 0.57147
l=2 nup=12.62, r>3 bohr: integral 0.83913, formula 0.83980
continuum overlap, k=0.2: integral 0.30087, formula 0.30113 hartree^-1/2
TWO-CHANNEL HAMILTONIAN
nu 12.0716, delta2 (mod 1) 0.2349, kappa 0.3581
largest profile value on scan: numeric 8312.5, formula 8308.0 hartree^-1
largest deviation / largest value: 0.0006
zero near nu-2: offset 0.00 (grid 0.01), S/Smax 4.1e-10
zero near nu-1: offset 0.00 (grid 0.01), S/Smax 4.1e-10
zero near nu+1: offset 0.00 (grid 0.01), S/Smax 4.0e-10
zero near nu+2: offset 0.00 (grid 0.01), S/Smax 4.0e-10
WORKED EXAMPLE: nu 12.30, delta2 0.30, kappa 0.25
nup | shift from ion line (mhartree) | O^2 | width (mhartree) | S at nup (1/hartree)
9.70 | -2.00915 | 0.01337 | 0.04360 | 195.21
10.70 | -1.06228 | 0.03563 | 0.03248 | 698.29
11.70 | -0.34766 | 0.25441 | 0.02484 | 6519.53
12.70 | 0.20490 | 0.57264 | 0.01942 | 18767.78
13.70 | 0.64094 | 0.04662 | 0.01547 | 1918.13
14.70 | 0.99106 | 0.01579 | 0.01253 | 802.26
strongest line nup 12.70: shift 44.971 cm^-1
zero at nup 10.30: shift -1.40807 mhartree
zero at nup 11.30: shift -0.61082 mhartree
zero at nup 13.30: shift 0.47830 mhartree
zero at nup 14.30: shift 0.85980 mhartree
narrow lines: bound sum 0.985102, shake-off 0.014902, total 1.000004
finite width: bound integral 0.985862, formula 0.985882
second case: delta2 0.65
nup 11.35: O^2 0.00274
nup 12.35: O^2 0.99180
nup 13.35: O^2 0.00225
```
